# Langevin Function and Orientational Polarizability of a Freely Rotating Dipole

A classical dipole of fixed magnitude $\mu$ that rotates freely at temperature $T$ in a static field $E$ has the mean component

$$
\langle \mu_z\rangle=\mu L(x),\qquad L(x)=\coth x-\frac1x,\qquad x=\frac{\mu E}{k_BT},
$$

along the field, which is taken as the $z$ axis. The function $L$ is the Langevin function. In a weak field the mean dipole is proportional to $E$, and the constant of proportionality is the orientational polarizability

$$
\alpha=\lim_{E\to0}\frac{\langle\mu_z\rangle}{E}=\frac{\mu^2}{3k_BT}.
$$

Here $E$ is the field that acts on the dipole itself, which in a dense material differs from the average field. The dipole is permanent and rigid: the extra dipole that the field induces by displacing electrons and stretching bonds is left out. SI units are used, so $\alpha$ is in C m²/V.

The first ingredient is the energy. Picture the dipole as charges $+q$ and $-q$ a distance $d$ apart, with $\mu=qd$ pointing from the negative to the positive charge. If $\theta$ is the angle between the dipole and the field, the forces $\pm qE$ form a couple of magnitude $\mu E\sin\theta$ that tends to reduce $\theta$. Increasing the angle by $d\theta$ therefore requires the work $dU=\mu E\sin\theta\,d\theta$. Integrating, with the zero of energy at $\theta=90^\circ$, gives

$$
U(\theta)=\int_{\pi/2}^{\theta}\mu E\sin\theta'\,d\theta'=-\mu E\cos\theta .
$$

The energy is lowest, $-\mu E$, when the dipole points along the field.

The second ingredient is the weight given to each orientation. The Boltzmann factor $e^{-H/k_BT}$ applies to coordinates together with their momenta, so the weight for angles alone has to be derived. Take a linear rotor with moment of inertia $I$ and its dipole along the axis. Its kinetic energy is $\tfrac12 I(\dot\theta^2+\sin^2\theta\,\dot\varphi^2)$, because a change of azimuth $\varphi$ moves the axis along a circle of radius proportional to $\sin\theta$. The momenta are $p_\theta=I\dot\theta$ and $p_\varphi=I\sin^2\theta\,\dot\varphi$, and the Hamiltonian is

$$
H=\frac{p_\theta^2}{2I}+\frac{p_\varphi^2}{2I\sin^2\theta}-\mu E\cos\theta .
$$

The Gaussian integral $\int_{-\infty}^{\infty}e^{-p^2/(2a)}dp=\sqrt{2\pi a}$ is used twice, with $a=Ik_BT$ for $p_\theta$ and $a=Ik_BT\sin^2\theta$ for $p_\varphi$:

$$
\int\!\!\int e^{-H/k_BT}\,dp_\theta\,dp_\varphi
=\sqrt{2\pi Ik_BT}\;\sqrt{2\pi Ik_BT\sin^2\theta}\;e^{x\cos\theta}
=2\pi Ik_BT\,\sin\theta\,e^{x\cos\theta}.
$$

The factor $\sin\theta$ is the one that turns $d\theta\,d\varphi$ into an element of solid angle. Without a field, then, all directions in space are equally likely. The prefactor $2\pi Ik_BT$ does not depend on angle and cancels from every average over orientation, so the moment of inertia has no influence on the classical result.

What remains is the orientational partition function

$$
Z(x)=\int_0^{2\pi}d\varphi\int_0^\pi \sin\theta\,e^{x\cos\theta}\,d\theta .
$$

The azimuth gives $2\pi$. With $u=\cos\theta$, $du=-\sin\theta\,d\theta$, and the limits $\theta=0,\pi$ become $u=1,-1$. The minus sign reverses the limits, so that

$$
Z(x)=2\pi\int_{-1}^{1}e^{xu}\,du=2\pi\,\frac{e^x-e^{-x}}{x}=\frac{4\pi\sinh x}{x}.
$$

Differentiating the integral with respect to $x$ brings down a factor $u$. Dividing by $Z$ then gives the mean of $u$:

$$
\langle u\rangle=\frac{1}{Z}\frac{dZ}{dx}=\frac{d}{dx}\left(\ln 4\pi+\ln\sinh x-\ln x\right)=\coth x-\frac1x=L(x).
$$

Multiplication by $\mu$ gives the mean dipole stated at the start. The transverse components, $\mu\sin\theta\cos\varphi$ and $\mu\sin\theta\sin\varphi$, average to zero because the weight does not depend on $\varphi$ and the cosine and sine integrate to zero over a full turn.

The weak-field form needs some care, since $\coth x$ and $1/x$ both diverge at $x=0$ and only their difference is finite. A differential equation for $L$ gives the limit and its error together. Since the derivative of $\coth x$ is $-1/\sinh^2x=1-\coth^2x$, and $\coth x=L+1/x$,

$$
L'=1-\left(L+\frac1x\right)^2+\frac1{x^2}=1-\frac{2L}{x}-L^2 .
$$

Multiplying by $x^2$ and moving the term $2xL$ to the left gives

$$
x^2L'+2xL=\frac{d}{dx}\left(x^2L\right)=x^2\left(1-L^2\right).
$$

As the mean of a cosine, $L$ lies between $-1$ and $1$. Hence $x^2L$ vanishes at $x=0$, and integration from zero gives, for $x>0$,

$$
x^2L(x)=\int_0^x s^2\left[1-L(s)^2\right]ds .
$$

The bracket lies between 0 and 1. The integral is therefore not negative and not larger than $x^3/3$, which means $0\le L(x)\le x/3$. This result can be put back into the integral: $L(s)^2\le s^2/9$, so

$$
x^2L(x)\ge\int_0^x\left(s^2-\frac{s^4}{9}\right)ds=\frac{x^3}{3}-\frac{x^5}{45}.
$$

Division by $x^2$ encloses the Langevin function between two simple curves,

$$
\frac x3-\frac{x^3}{45}\le L(x)\le\frac x3 .
$$

Now $\langle\mu_z\rangle/E=(\mu^2/k_BT)\,L(x)/x$, and the enclosure forces $L(x)/x$ to $1/3$ as $x\to0$. This proves $\alpha=\mu^2/(3k_BT)$. It also shows that the linear law $\langle\mu_z\rangle=\alpha E$ overestimates the mean dipole, by at most the fraction $x^2/15$ of the linear value.

A shorter calculation shows where the 3 comes from. For small $x$, replace $e^{xu}$ by $1+xu$. Integrals of odd powers of $u$ over $-1\le u\le1$ vanish, and to first order

$$
\langle u\rangle\approx\frac{\int_{-1}^{1}u(1+xu)\,du}{\int_{-1}^{1}(1+xu)\,du}=\frac{2x/3}{2}=\frac x3 .
$$

The factor $1/3$ is the mean of $u^2$ over all directions. It follows from symmetry too: the squares of the three components of a unit vector add up to 1, and without a field their means are equal.

One power of $\mu$ in $\alpha$ comes from the energy that biases the orientation, and the other from the dipole that each oriented molecule contributes. The factor $1/T$ expresses that thermal motion resists the bias more strongly at higher temperature. The same structure appears at any field strength. Since $\langle u\rangle=Z'/Z$ and $\langle u^2\rangle=Z''/Z$,

$$
L'(x)=\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2=\langle u^2\rangle-\langle u\rangle^2,
\qquad
\frac{d\langle\mu_z\rangle}{dE}=\frac{\langle\mu_z^2\rangle-\langle\mu_z\rangle^2}{k_BT}.
$$

The response to a small change of field is the thermal variance of the dipole component divided by $k_BT$. At zero field the mean vanishes, the variance is $\mu^2/3$, and the polarizability is recovered.

In a strong field the dipole is nearly aligned and the response must saturate. Writing $\coth x=1+2/(e^{2x}-1)$ gives

$$
L(x)=1-\frac1x+\frac{2}{e^{2x}-1},
$$

whose last term is exponentially small for large $x$. The term $1/x$ has a simple origin. Near alignment $U\approx-\mu E+\tfrac12\mu E\theta^2$, and $\theta^2$ is the sum of the squares of two small transverse tilts. Equipartition gives each tilt a mean potential energy $\tfrac12k_BT$, so $\tfrac12\mu E\langle\theta^2\rangle=k_BT$, and the mean shortfall $\langle1-\cos\theta\rangle\approx\tfrac12\langle\theta^2\rangle$ equals $k_BT/(\mu E)=1/x$.

For a numerical case take the round model values $\mu=6.00\times10^{-30}$ C m, $T=300$ K and $E=1.00\times10^8$ V/m. The thermal energy is $k_BT=4.1419\times10^{-21}$ J and the dipole energy is $\mu E=6.00\times10^{-22}$ J, so

$$
x=\frac{6.00\times10^{-22}}{4.1419\times10^{-21}}=0.1449 .
$$

The Langevin function is $L=0.04822$, against $x/3=0.04829$. The mean dipole is $2.893\times10^{-31}$ C m, and the linear law gives $2.897\times10^{-31}$ C m. Relative to the linear value the difference is 0.1396 percent, just below the bound $x^2/15$, which is 0.1399 percent.

The closeness of these two figures can be explained by one more round of the same argument. For $s^2\le15$ the lower curve $s/3-s^3/45$ is not negative, so it may be squared: $L(s)^2\ge s^2/9-2s^4/135$. Inserted in the integral for $x^2L$, this gives

$$
L(x)\le\frac x3-\frac{x^3}{45}+\frac{2x^5}{945},
\qquad
\frac{x^2}{15}-\frac{2x^4}{315}\le1-\frac{3L(x)}{x}\le\frac{x^2}{15}.
$$

For $x=0.1449$ the term $2x^4/315$ is about $3\times10^{-6}$, or 0.0003 percent, so the error has to lie within that distance of its bound.

The alignment is slight even in this field. The fraction of dipoles with a positive component along $E$ is

$$
f=\frac{\int_0^1e^{xu}\,du}{\int_{-1}^1e^{xu}\,du}=\frac{e^x-1}{e^x-e^{-x}}=\frac{1}{1+e^{-x}},
$$

where the last step uses $e^x-e^{-x}=e^{-x}(e^x-1)(e^x+1)$. Here $f=0.536$: about 54 dipoles in 100 point into the forward hemisphere, instead of 50. The polarization is a small statistical excess among orientations that remain almost random.

The value $x=1$ is reached at $6.9\times10^8$ V/m. There $L=0.313$ while $x/3=0.333$, so the linear law is too large by about 6 percent of its own value. At $x=3$ the linear law predicts complete alignment, but $L=0.672$. At $x=10$ it gives 3.33, which is impossible for the mean of a cosine, whereas $L=0.900$, in agreement with $1-1/x$. For this dipole at 300 K the last two cases need $2.1\times10^9$ and $6.9\times10^9$ V/m, more than the roughly $10^9$ V/m at which a good silicon dioxide film breaks down. They show the shape of $L$, not the working range of an insulator.

The polarizability at 300 K is

$$
\alpha=\frac{(6.00\times10^{-30})^2}{3\,(4.1419\times10^{-21})}=2.897\times10^{-39}\ \text{C m}^2/\text{V}.
$$

Divided by $4\pi\varepsilon_0$ this becomes a polarizability volume of $26.0$ Å$^3$. At 400 K the polarizability is $2.173\times10^{-39}$ C m²/V, smaller by the factor $300/400$. An induced polarizability that does not depend on temperature would add a constant, so a plot of the total against $1/T$ would be a straight line with slope $\mu^2/(3k_B)$.

To connect $\alpha$ with a dielectric constant, let there be $N$ such dipoles per unit volume in otherwise empty space, so dilute that each feels just the average field. Then $P=N\alpha E$ in the linear regime. From $D=\varepsilon_0E+P=\varepsilon_0\varepsilon_rE$ it follows that

$$
\varepsilon_r-1=\frac{N\alpha}{\varepsilon_0}=4\pi N\,\frac{\alpha}{4\pi\varepsilon_0}.
$$

For $N=1.00\times10^{26}$ m$^{-3}$, and with 26.0 Å$^3=2.60\times10^{-29}$ m$^3$, this is $4\pi(1.00\times10^{26})(2.60\times10^{-29})=0.033$. The neglected fields of neighbouring dipoles are of the order of $P/\varepsilon_0=(\varepsilon_r-1)E$, here some 3 percent of $E$, so the estimate is consistent with its assumption. This density corresponds to a gas at about 4 bar at 300 K, where air breaks down near $10^7$ V/m. The field of $10^8$ V/m used above could not be held across such a gas, and at attainable fields the linear law is more accurate still. At a density a few tens of times higher $N\alpha/\varepsilon_0$ would be of order one, and the dilute formula would fail.

Polar molecules that can turn thus raise the dielectric constant, in the dilute case by a term proportional to $\mu^2$, which is a drawback in an insulator meant to have a low one. Water molecules bound to the pore surfaces of a film, however, do not rotate freely. A simple model shows what binding can do. Let a dipole have two opposite orientations, $s=\pm1$, along an axis at angle $\psi$ to the field, and let its surroundings favour $s=+1$ by an energy $\Delta$. Its energy is $-(\Delta/2+\mu E\cos\psi)s$, and the two Boltzmann factors give

$$
\langle s\rangle=\tanh\!\left(\frac{\Delta/2+\mu E\cos\psi}{k_BT}\right).
$$

The component along the field is $\mu\cos\psi\,\langle s\rangle$. The derivative of $\tanh y$ is $1/\cosh^2y$, so the slope at $E=0$ is $\mu^2\cos^2\psi/[k_BT\cosh^2(\Delta/2k_BT)]$. If the axes point in all directions with equal probability, independently of $\Delta$, the mean of $\cos^2\psi$ is $1/3$ and

$$
\alpha_{\text{two-site}}=\frac{\mu^2}{3k_BT}\,\frac{1}{\cosh^2(\Delta/2k_BT)} .
$$

For $\Delta=0$ the free-rotor value returns, although these dipoles can do no more than flip. The weak-field response depends on the variance of the dipole component, and equal sites on randomly oriented axes have the same average variance as free rotation. When $\Delta$ is much larger than $k_BT$ the dipole is locked in one orientation, its variance is exponentially small, and so is its orientational polarizability. In this model binding reduces the response through the inequality of the sites. The exponential suppression is a property of the two-orientation model, which forbids tilting about the axis. If the dipole can tilt in a smooth well $-(\Delta/2)\cos\gamma$, with $\gamma$ its angle to the axis, its mean vector has length $\mu L(\Delta/2k_BT)$. The variance averaged over random axes is then $\mu^2[1-L^2]/3$, and $\alpha=\frac{\mu^2}{3k_BT}\left[1-L(\Delta/2k_BT)^2\right]$. For large $\Delta$ this tends to $4\mu^2/(3\Delta)$, which falls only as $1/\Delta$; at $\Delta=10k_BT$ it is 0.36 of the free value, against $2\times10^{-4}$ for two sites. The free-rotor formula is thus no prediction for such bound molecules, for which the energy differences between orientations matter and are not known from $\mu$ alone.

Both models also assume equilibrium. The field must change slowly compared with the time a dipole needs to reorient; in a faster field the orientations cannot follow, and the static polarizability no longer applies.

The last condition is that rotation be classical. A quantum linear rotor has the levels $\hbar^2J(J+1)/(2I)$ with $J=0,1,2,\dots$, and the relevant measure is

$$
b=\frac{\hbar^2}{2Ik_BT},
$$

the rotational energy scale in units of $k_BT$. Diagonalizing the quantum rotor in the field at the same $x=0.1449$ gives a mean dipole that is 0.705 of the classical one for $b=1$, 0.967 for $b=0.1$ and 0.997 for $b=0.01$. The moment of inertia, absent from the classical answer, thus decides together with the temperature whether that answer may be used. In these cases the quantum response is the smaller one, and the shortfall, 3.3 percent of the classical value at $b=0.1$ and 0.33 percent at $b=0.01$, is close to $b/3$ for small $b$. The classical result therefore holds when $b\ll1$.

The numerical output below lists these values. The closed forms for $Z$, $L$ and $f$, the enclosure of $L$ and the variance relation were tested against direct numerical integration of the Boltzmann weight, and the solid-angle factor against integration over the momenta. The formulas for bound dipoles rest on the derivations given here.

## Computed values

```
Model inputs
dipole mu = 6.00e-30 C m
temperature T = 300 K
field E = 1.00e+08 V/m
number density N = 1.00e+26 m^-3
Alignment
thermal energy k_B T = 4.1419e-21 J
dipole energy mu E = 6.0000e-22 J
x = mu E/(k_B T) = 0.14486 (no unit)
L(x) = 0.048219 (no unit)
x/3 = 0.048286 (no unit)
mean dipole, full law = 2.89314e-31 C m
mean dipole, linear law = 2.89719e-31 C m
1 - L/(x/3) = 0.1396 percent
bound x^2/15 = 0.1399 percent
forward-hemisphere fraction = 0.5362 (no unit)
field at which x = 1: 6.903e+08 V/m
Polarizability
alpha at 300 K = 2.8972e-39 C m^2/V
alpha/(4 pi eps0) at 300 K = 26.039 angstrom^3
alpha at 400 K = 2.1729e-39 C m^2/V
eps_r - 1 at 300 K = 0.03272 (no unit)
Langevin function (no unit)
x =  0.1: L = 0.03331, x/3 = 0.03333
x =  0.5: L = 0.16395, x/3 = 0.16667
x =  1.0: L = 0.31304, x/3 = 0.33333
x =  3.0: L = 0.67164, x/3 = 1.00000
x = 10.0: L = 0.90000, x/3 = 3.33333
Quantum mean over classical mean at the example x (no unit)
b = 1.00: ratio = 0.70532
b = 0.10: ratio = 0.96715
b = 0.01: ratio = 0.99668
```
